**EXAFS σ² as relative displacement: fcc spring lattice and correlated Debye model**

The program tests the relation σ² = 2(U − C) for equivalent atoms, where U is the mean-square displacement of one atom along the bond and C is the displacement correlation of the two atoms along it. For an fcc crystal with nearest-neighbour springs, it asserts that the Brillouin-zone sum agrees with a real-space diagonalization of 343 atoms within 2% at 300 K, and with classical equipartition within 0.3% at high temperature. The Debye integrals are tested against their zero-temperature, classical and large-distance limits and against an explicit sum over the Debye sphere; C is asserted to be positive on a sampled range of distances at 100, 300 and 600 K. Quadrature over three-dimensional Gaussian bond vectors confirms, within stated tolerances, that σ² is the bond-length variance and sets the EXAFS damping. The first-shell σ² of the Debye model is required to lie within 15% of the lattice value at four temperatures; the output shows differences of about 3% or less. At 300 K the lattice gives σ² = 73 pm², against 2U = 120 pm². A Boltzmann integral for a two-atom model whose midpoint is held more than four times as stiffly as its relative coordinate (equivalent to a negative direct spring between site-bound atoms) gives negative C, so that σ² exceeds the sum of the two mean-square displacements.

## Numerical check

```python
"""
Result under test: the EXAFS disorder parameter is the variance of the bond
length, sigma2 = <[e.(u_j - u_0)]^2> = 2U - 2C for equal atoms, not 2U.
  U : mean-square displacement of one atom along the bond direction e
  C : displacement correlation <(e.u_0)(e.u_j)>
Correlated Debye model:
  U = 3 hbar/(2 M wD^3) * integral_0^wD w coth(hbar w/2kT) dw
  C = same integral with the extra factor sin(w R/c)/(w R/c), c = wD/qD
Reference: fcc crystal with nearest-neighbour central springs.
"""
import numpy as np
from scipy.constants import hbar, k as kB, atomic_mass
from scipy.optimize import brentq
from scipy.special import sici

mass = 60 * atomic_mass
bond = 0.25e-9
spring = 30.0
a = bond * np.sqrt(2)
pm2 = 1e-24
prim = 0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
half_bonds = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                       [1, -1, 0], [1, 0, -1], [0, 1, -1]])
bond_vectors = half_bonds @ prim
assert np.allclose(np.linalg.norm(bond_vectors, axis=1), bond)


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def amplitude(w, T):
    """Mean-square normal-mode amplitude divided by the mass."""
    thermal = 1.0 if T == 0 else 1 / np.tanh(hbar * w / (2 * kB * T))
    return hbar / (2 * mass * w) * thermal


# ---------- fcc lattice: sums over the Brillouin zone ----------
def modes(n):
    g = (np.arange(n) + 0.5) / n
    frac = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    q = frac @ (2 * np.pi * np.linalg.inv(prim).T)
    dyn = np.zeros((len(q), 3, 3))
    for v in bond_vectors:
        e = v / bond
        dyn += (2 * spring / mass * (1 - np.cos(q @ v)))[:, None, None] \
            * np.outer(e, e)
    w2, vec = np.linalg.eigh(dyn)
    assert w2.min() > 0
    return q, np.sqrt(w2), vec


coarse, fine = modes(20), modes(40)


def extrapolate(x_coarse, x_fine, power):
    """Remove the leading grid error h**power caused by the point q = 0."""
    f = 2**power
    return (f * x_fine - x_coarse) / (f - 1)


def lattice_tensors(T, R):
    """On-site and pair displacement covariance tensors."""
    out = []
    for q, w, vec in (coarse, fine):
        cov = (vec * amplitude(w, T)[:, None, :]) @ vec.transpose(0, 2, 1)
        pair = cov * np.cos(q @ R)[:, None, None]
        out.append(np.array([cov.mean(0), pair.mean(0)]))
    return extrapolate(out[0], out[1], 2 if T == 0 else 1)


def lattice(T, R):
    site, pair = lattice_tensors(T, R)
    e = R / np.linalg.norm(R)
    return np.trace(site) / 3, e @ pair @ e


R1 = prim[0]
e1 = R1 / bond
T_hot = 1e5  # harmonic model in its classical limit
U_hot, C_hot = lattice(T_hot, R1)
assert close(2 * (U_hot - C_hot), kB * T_hot / (2 * spring), 3e-3)

# ---------- real-space periodic cluster, same quantity from u_j - u_0 ------
L = 7
n_atoms = L**3
force = np.zeros((n_atoms, 3, n_atoms, 3))


def site_index(m):
    m = np.mod(m, L)
    return (m[0] * L + m[1]) * L + m[2]


for m in np.ndindex(L, L, L):
    i = site_index(np.array(m))
    for h, v in zip(half_bonds, bond_vectors):
        j = site_index(np.array(m) + h)
        block = spring * np.outer(v, v) / bond**2
        force[i, :, i, :] += block
        force[j, :, j, :] += block
        force[i, :, j, :] -= block
        force[j, :, i, :] -= block
w2, vec = np.linalg.eigh(force.reshape(3 * n_atoms, -1) / mass)
assert abs(w2[:3]).max() < 1e-8 * w2[-1] and w2[3] > 1e-4 * w2[-1]
stretch = np.zeros((n_atoms, 3))
stretch[site_index(np.array([1, 0, 0]))] = e1
stretch[0] = -e1
proj = stretch.ravel() @ vec[:, 3:]  # uniform translations do not stretch
s2_cluster = np.sum(amplitude(np.sqrt(w2[3:]), 300) * proj**2)
U300, C300 = lattice(300, R1)
s2_300 = 2 * (U300 - C300)
assert close(s2_cluster, s2_300, 0.02)  # finite-size error of order 1/N

# ---------- correlated Debye model ----------
inv_w2 = extrapolate((coarse[1]**-2).mean(), (fine[1]**-2).mean(), 1)
wD = np.sqrt(3 / inv_w2)  # matches the classical U only
qD = (6 * np.pi**2 * 4 / a**3) ** (1 / 3)
nodes, weights = np.polynomial.legendre.leggauss(600)
nodes, weights = (nodes + 1) / 2, weights / 2


def debye(T, R, w_max=wD):
    dens = 3 * nodes**2 * weights * amplitude(w_max * nodes, T)
    return dens.sum(), (dens * np.sinc(nodes * qD * R / np.pi)).sum()


x1 = qD * bond
U0, C0 = debye(0, bond)
assert close(U0, 3 * hbar / (4 * mass * wD), 1e-8)
assert close(C0 / U0, 2 * (1 - np.cos(x1)) / x1**2, 1e-8)
Uh, Ch = debye(T_hot, bond)
assert close(Uh, 3 * kB * T_hot / (mass * wD**2), 1e-4)
assert close(Ch / Uh, sici(x1)[0] / x1, 1e-4)
R_far = 50 * bond
C_far = debye(300, R_far)[1]
tail = 3 * np.pi * kB * 300 / (2 * mass * wD**2 * qD * R_far)
assert close(C_far, tail, 0.03)  # next term is smaller by about 1/(qD R)
for T in (100, 300, 600):
    assert min(debye(T, r * bond)[1] for r in np.linspace(0.1, 20, 400)) > 0

# explicit three-dimensional sum over wave vectors in the Debye sphere
g = (np.arange(70) + 0.5) / 35 - 1
q3 = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
q3 = q3[np.linalg.norm(q3, axis=1) < 1] * qD
w3 = wD / qD * np.linalg.norm(q3, axis=1)
tilted = bond * np.array([1, 2, 3]) / np.sqrt(14)
s2_sphere = np.mean(amplitude(w3, 300) * 2 * (1 - np.cos(q3 @ tilted)))
UD, CD = debye(300, bond)
s2_D = 2 * (UD - CD)
assert close(s2_sphere, s2_D, 0.01)

# ---------- bond-length statistics from full three-dimensional motion ------
site, pair = lattice_tensors(300, R1)
relative = 2 * (site - pair)
h, hw = np.polynomial.hermite_e.hermegauss(28)
hw = hw / hw.sum()
z = np.stack(np.meshgrid(h, h, h, indexing="ij"), -1).reshape(-1, 3)
prob = np.einsum("i,j,k->ijk", hw, hw, hw).ravel()
r = np.linalg.norm(R1 + z @ np.linalg.cholesky(relative).T, axis=1)
r_mean = prob @ r
variance = prob @ (r - r_mean)**2
perp = np.trace(relative) - e1 @ relative @ e1
shift = perp / (2 * bond)
assert close(variance, s2_300, 0.015)
assert close(r_mean - bond, shift, 0.05)
k_el = 120e9
damp_num = abs(prob @ np.exp(2j * k_el * (r - bond)))
damp = np.exp(-2 * k_el**2 * s2_300)
damp_wrong = np.exp(-2 * k_el**2 * 2 * U300)
assert close(np.log(damp_num), np.log(damp), 0.02)

# ---------- counterexample: midpoint held firmly, bond soft ----------
k_mid, k_rel = 200.0, 30.0
grid = np.linspace(-8, 8, 801) * np.sqrt(kB * 300 / (4 * k_rel))
ua, ub = np.meshgrid(grid, grid, indexing="ij")
energy = 0.5 * k_mid * ((ua + ub) / 2)**2 + 0.5 * k_rel * (ub - ua)**2
p = np.exp(-energy / (kB * 300))
p /= p.sum()
C_pair = (p * ua * ub).sum()
sum_pair = (p * (ua**2 + ub**2)).sum()
s2_pair = (p * (ub - ua)**2).sum()
assert close(C_pair, kB * 300 * (1 / k_mid - 1 / (4 * k_rel)), 1e-3)
assert C_pair < 0 and s2_pair > sum_pair

# ---------- false Debye temperature from reading sigma2/2 as U ----------
w_false = brentq(lambda w: debye(300, bond, w)[0] - s2_D / 2, wD / 2, 4 * wD)
assert w_false > wD

# ---------- printed numbers ----------
print(f"mass = {mass/atomic_mass:.0f} u, bond length = {bond*1e9:.2f} nm")
print(f"spring constant = {spring:.0f} N/m")
print(f"Debye frequency wD = {wD:.4e} rad/s")
print(f"Debye temperature = {hbar*wD/kB:.1f} K")
print(f"Debye wave number qD = {qD*1e-9:.3f} nm^-1, qD*R = {x1:.4f}")
print(f"Debye C/U at T=0: {C0/U0:.4f}; classical limit: {Ch/Uh:.4f}")
print(f"lattice C/U, classical limit: {C_hot/U_hot:.4f}")
print("First shell, all in pm^2:")
for T in (0, 100, 300, 600):
    for name, (U, C) in (("lattice", lattice(T, R1)),
                         ("Debye", debye(T, bond))):
        print(f"T={T} K {name}: U={U/pm2:.2f} C={C/pm2:.2f} "
              f"2U={2*U/pm2:.2f} sigma2={2*(U-C)/pm2:.2f}")
    UL, CL = lattice(T, R1)
    Ud, Cd = debye(T, bond)
    assert close(Ud - Cd, UL - CL, 0.15)  # accuracy claimed for the model
    assert 0 < CL < UL
print(f"classical kT/(2 spring) at 300 K = {kB*300/(2*spring)/pm2:.2f} pm^2")
print(f"cluster of {n_atoms} atoms, 300 K: sigma2 = {s2_cluster/pm2:.2f} pm^2")
print("Shells at 300 K, sigma2 in pm^2:")
shells = a * np.array([[0, .5, .5], [1, 0, 0], [1, .5, .5], [1, 1, 0]])
for s, R in enumerate(shells, 1):
    d = np.linalg.norm(R)
    UL, CL = lattice(300, R)
    Ud, Cd = debye(300, d)
    print(f"shell {s}, R={d*1e9:.4f} nm: lattice {2*(UL-CL)/pm2:.2f}, "
          f"Debye {2*(Ud-Cd)/pm2:.2f}")
print(f"Debye C/U at 50 bond lengths, 300 K = {C_far/UD:.5f}")
print(f"lattice 300 K: sigma2 = {s2_300*1e20:.5f} A^2, "
      f"2U = {2*U300*1e20:.5f} A^2")
print(f"bond-length variance by quadrature = {variance/pm2:.2f} pm^2")
print(f"relative perpendicular motion (2 axes) = {perp/pm2:.2f} pm^2")
print(f"mean bond-length shift = {shift*1e12:.3f} pm")
print(f"photoelectron wave number k = {k_el*1e-9:.0f} nm^-1")
print(f"damping: exp(-2k^2 sigma2) = {damp:.4f}, quadrature {damp_num:.4f}")
print(f"damping with 2U instead = {damp_wrong:.4f}, "
      f"true/wrong = {damp/damp_wrong:.2f}")
print(f"false Debye temperature = {hbar*w_false/kB:.1f} K, "
      f"ratio to true = {w_false/wD:.3f}")
print(f"soft pair: midpoint {k_mid:.0f} N/m, bond {k_rel:.0f} N/m, 300 K")
print(f"soft pair: C = {C_pair/pm2:.2f}, sum of U = {sum_pair/pm2:.2f}, "
      f"sigma2 = {s2_pair/pm2:.2f} pm^2")
print("all good")
```

It prints:

```
mass = 60 u, bond length = 0.25 nm
spring constant = 30 N/m
Debye frequency wD = 4.6385e+13 rad/s
Debye temperature = 354.3 K
Debye wave number qD = 17.500 nm^-1, qD*R = 4.3751
Debye C/U at T=0: 0.1391; classical limit: 0.3843
lattice C/U, classical limit: 0.4047
First shell, all in pm^2:
T=0 K lattice: U=17.64 C=2.94 2U=35.28 sigma2=29.41
T=0 K Debye: U=17.11 C=2.38 2U=34.23 sigma2=29.47
T=100 K lattice: U=25.40 C=7.96 2U=50.81 sigma2=34.88
T=100 K Debye: U=25.36 C=7.60 2U=50.72 sigma2=35.51
T=300 K lattice: U=60.18 C=23.46 2U=120.37 sigma2=73.44
T=300 K Debye: U=60.18 C=22.32 2U=120.36 sigma2=75.73
T=600 K lattice: U=117.05 C=46.91 2U=234.10 sigma2=140.27
T=600 K Debye: U=117.05 C=44.57 2U=234.10 sigma2=144.96
classical kT/(2 spring) at 300 K = 69.03 pm^2
cluster of 343 atoms, 300 K: sigma2 = 73.25 pm^2
Shells at 300 K, sigma2 in pm^2:
shell 1, R=0.2500 nm: lattice 73.44, Debye 75.73
shell 2, R=0.3536 nm: lattice 100.11, Debye 94.13
shell 3, R=0.4330 nm: lattice 95.29, Debye 97.14
shell 4, R=0.5000 nm: lattice 95.87, Debye 98.35
Debye C/U at 50 bond lengths, 300 K = 0.00691
lattice 300 K: sigma2 = 0.00734 A^2, 2U = 0.01204 A^2
bond-length variance by quadrature = 73.36 pm^2
relative perpendicular motion (2 axes) = 187.57 pm^2
mean bond-length shift = 0.375 pm
photoelectron wave number k = 120 nm^-1
damping: exp(-2k^2 sigma2) = 0.1206, quadrature 0.1209
damping with 2U instead = 0.0312, true/wrong = 3.86
false Debye temperature = 451.7 K, ratio to true = 1.275
soft pair: midpoint 200 N/m, bond 30 N/m, 300 K
soft pair: C = -13.81, sum of U = 110.45, sigma2 = 138.06 pm^2
all good
```
